\section*{Spin-orbit lowering of atomic ground levels and atomization energies, part 2}

A spin-free calculation omits the fine structure of the free atoms, and this question derives the resulting correction to atomization energies. Hartree atomic units are used, with $1\,E_h=219474.63$~cm$^{-1}=627.509$~kcal/mol and $\alpha=0.00729735$. A program checks the results.

A term with given $L$ and $S$, at spin-free energy $E_0$, is split by the spin--orbit operator $H_{SO}$ into levels $E_J$. To first order $H_{SO}=A\,\mathbf L\cdot\mathbf S$ inside the term, and the lowering $\Delta_{SO}=E_0-E_{\rm ground}$ follows from
\begin{equation}
E_0=\frac{\sum_J(2J+1)E_J}{\sum_J(2J+1)},\qquad
\Delta_{SO}=\frac{\sum_J(2J+1)(E_J-E_{\rm ground})}{\sum_J(2J+1)}.
\label{recipe}
\end{equation}

Part (b) used $H_{SO}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ with $\zeta>0$. The one-electron eigenvalues of $\mathbf l\cdot\mathbf s$ are $\tfrac12$ ($j=\tfrac32$) and $-1$ ($j=\tfrac12$). With $\Phi$ the full-shell determinant, $a_p$ removing an electron from spin orbital $p$, $D_p=a_p\Phi$ and $h$ the one-electron matrix,
\begin{equation}
\langle D_p|H_{SO}|D_q\rangle=\sum_{rs}h_{rs}(\delta_{pq}\delta_{rs}-\delta_{ps}\delta_{rq})=\delta_{pq}\,\mathrm{Tr}\,h-h_{qp}.
\label{hole}
\end{equation}
For $p^5$, whose only term is $^2P$, the fine-structure interval is $\delta=\tfrac32\zeta$ and $\Delta_{SO}=\delta/3=\zeta/2$. Rough measured intervals of $400$ (F) and $880$~cm$^{-1}$ (Cl) give $\Delta_{SO}=0.381$ and $0.839$~kcal/mol. Part (c) compared these with the quoted ("posed") values $0.39$ and $0.84$.

Part (d) used the Breit--Pauli operator, whose nuclear part is $\frac{\alpha^2}{2}\sum_i\frac{Z}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i$ for nuclear charge $Z$. Between real orbitals $\mathbf l$ is antisymmetric. For doubly occupied real orbitals, $E_\Phi=\langle\Phi|H_{SO}|\Phi\rangle=0$, because the spin elements cancel between the two spins. Configuration-average Hartree--Fock, in the uncontracted $s,p$ part of cc-pVTZ with one added tight $p$ function, gave $\zeta=\zeta_{\rm nuc}+\zeta_J+\zeta_K$ (nuclear, direct and exchange parts) and computed lowerings of $0.381$ (F) and $0.784$~kcal/mol (Cl).

\section*{Part (e)}

\emph{Derive the spin--orbit correction to the atomization energy $D_e$ (no zero-point energy) of a closed-shell molecule and say what changes for an open-shell one. Apply it to HF, HCl and ClF, given the frozen-core MP2/cc-pVTZ energies in $E_h$ (unrestricted reference for the atoms, parabolic minimum of a three-point scan for the molecules): H $-0.499810$, F $-99.605360$, Cl $-459.643363$, HF $-100.329806$, HCl $-460.309452$, ClF $-559.345864$.}

\subsection*{Model answer}

By convention $D_e=\sum_{\rm atoms}E_{\rm ground}-E_{\rm mol}$, with each atom in its lowest level. A spin-free calculation approximates $E_0$. For a halogen it places the hole in a real orbital such as $p_z$, and the diagonal element of $\mathbf l$ in a real orbital is zero by the antisymmetry used in part (d), so that determinant lies at the weighted mean and not at the ground level. Each atom therefore contributes $E_0-\Delta_{SO}$. For the molecule, the proof that $E_\Phi=0$ used only double occupation of real orbitals, not spherical symmetry, so a closed-shell determinant has no first-order shift. To first order in $H_{SO}$,
\begin{equation}
D_e=D_e^{\rm sf}-\sum_{\rm atoms}\Delta_{SO},
\label{De}
\end{equation}
where sf marks the spin-free value. Since $\Delta_{SO}\ge0$, the correction never increases $D_e$. It reduces $D_e$ whenever the term of an atom has $L>0$, $S>0$ and $A\neq0$, because that atom is stabilized and the molecule is not, and it vanishes otherwise. The last condition is not automatic: with the operator of part (b), the $^2P$ and $^2D$ terms of the half-filled shell $p^3$ have $A=0$. Second-order shifts, present in atoms and molecule alike, are neglected.

A linear molecule with three electrons in a $\pi$ shell keeps a first-order shift. The spin--orbit matrix in the four $\pi$ spin orbitals is Hermitian and traceless, so if it is nonzero its highest eigenvalue is positive. Emptying that level leaves the sum of the other three equal to minus that eigenvalue. Such a molecule is lowered by its own $\Delta_{SO}^{\rm mol}$, and $+\Delta_{SO}^{\rm mol}$ must be added to \eqref{De}. The program tests both orders in an independent-particle model, adding $\lambda$ times the nuclear part of $H_{SO}$ to the fixed Fock operator of HCl and summing the occupied eigenvalues. A shift proportional to $\lambda^n$ grows by $2^n$ when $\lambda$ doubles. From $\lambda=0.02$ to $0.04$ the factor is $4.000$ for the closed shell and $2.006$ with one electron removed.

The spin-free values are
\begin{align}
\text{HF:}\ &-0.499810-99.605360+100.329806=0.22464\,E_h=140.96\ \text{kcal/mol},\nonumber\\
\text{HCl:}\ &-0.499810-459.643363+460.309452=0.16628\,E_h=104.34\ \text{kcal/mol},\nonumber\\
\text{ClF:}\ &-459.643363-99.605360+559.345864=0.09714\,E_h=60.96\ \text{kcal/mol}.\nonumber
\end{align}
With the lowerings of part (b) and none for hydrogen, in kcal/mol, HF becomes $140.96-0.381=140.58$, HCl becomes $104.34-0.839=103.50$, and ClF becomes $60.96-(0.839+0.381)=59.74$. The corrections are about $0.27$, $0.80$ and $2.0\,\%$ of the spin-free $D_e$. The computed lowerings of part (d) give $140.58$, $103.56$ and $59.79$, so the choice between the two sets moves $D_e$ by less than $0.1$~kcal/mol. The two decimals serve to display the correction. They make no claim about the accuracy of MP2 in this basis, which is far from converged: for HF, cc-pVQZ raises $D_e^{\rm sf}$ by about $3.4$~kcal/mol, some nine times the spin--orbit correction. The three-point estimate of the molecular minimum can itself move the last digit by one unit. For a closed-shell molecule the first-order correction is a property of the atoms and is added once per atom, whichever spin-free method supplies $D_e^{\rm sf}$.

\section*{Part (f)}

\emph{Model a $p^4$ atom by $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ and the Coulomb repulsion within the shell. Up to a common constant, the direct integral of orbitals $m,m'$ is $25F_2\,c_mc_{m'}$ with angular factors $c_{\pm1}=-\tfrac15$, $c_0=\tfrac25$, and the exchange integral of $m=1$ with $m'=0$ is $3F_2$. Find the error of \eqref{recipe} for the $^3P$ term to second order in $\zeta$, and evaluate it for the model values $F_2=0.01\,E_h$ and $\zeta=0.001$ and $0.02\,E_h$. What follows for $p^5$?}

\subsection*{Model answer}

Set $b_p^\dagger=a_p$, so that $p^4$ is two holes. A two-body term $V_{pq,rs}\,a_p^\dagger a_q^\dagger a_sa_r$ reorders to $V_{pq,rs}\,b_r^\dagger b_s^\dagger b_qb_p$, the transposed two-particle matrix with unchanged sign, plus terms with fewer operators. These form the Coulomb Fock operator of the spherical full shell, a constant within the shell. The one-body term becomes $-h^{T}$ as in \eqref{hole}. The spectrum is that of $p^2$ with $\zeta\to-\zeta$.

For $p^2$, write $(m^\pm,m'^\pm)$ for determinants. The state $(1^+,1^-)$ alone has $M_L=2$, so $E(^1D)=25F_2c_1^2=F_2$. The state $(1^+,0^+)$ alone has $M_L=1$, $M_S=1$, so $E(^3P)=25F_2c_1c_0-3F_2=-2F_2-3F_2=-5F_2$. The three states $(1^+,-1^-)$, $(-1^+,1^-)$, $(0^+,0^-)$ with $M_L=M_S=0$ have opposite spins, hence no exchange, and trace $(1+1+4)F_2$. Each term contributes one state to this space, so $E(^1S)=6F_2-F_2+5F_2=10F_2$. The singlets lie $6F_2$ and $15F_2$ above $^3P$, that is $60$ and $150$~m$E_h$.

Expanding the products verifies the identity
\begin{equation}
W=\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2=\tfrac12\mathbf L\cdot\mathbf S+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).
\end{equation}
The factor $\mathbf s_1-\mathbf s_2$ is odd under exchange of the spins, so it connects only singlet with triplet. The diagonal elements of $W$ come from $\tfrac12\mathbf L\cdot\mathbf S$ and are $\tfrac12,-\tfrac12,-1$ for $^3P_{2,1,0}$ and zero for singlets. With $H_{SO}=-\zeta W$, $A=-\zeta/2$, the first-order levels are $-\zeta/2$, $+\zeta/2$, $+\zeta$, and $\Delta_{SO}=\zeta/2$.

$W$ conserves $J$, so $^3P_2$ couples to $^1D_2$, $^3P_0$ to $^1S_0$, and $^3P_1$ to nothing. The couplings $v$ follow from the eigenvalues of $W$, which are sums of the one-electron values $\tfrac12$ and $-1$. The pair $(j_1,j_2)=(\tfrac32,\tfrac32)$ has eigenvalue $1$ and six antisymmetric states with largest $M=2$, hence $J=2,0$. The pair $(\tfrac32,\tfrac12)$ has $-\tfrac12$ and $J=2,1$, and $(\tfrac12,\tfrac12)$ has $-2$ and $J=0$. Each $2\times2$ block has a zero singlet diagonal and determinant $-|v|^2$, equal to the product of its eigenvalues. For $J=2$ this is $1\cdot(-\tfrac12)$, so $|v|^2=\tfrac12$, and for $J=0$ it is $1\cdot(-2)$, so $|v|^2=2$. The second-order shifts are $-\zeta^2|v|^2$ over the gap, namely $-\zeta^2/(12F_2)$ for $J=2$ and $-2\zeta^2/(15F_2)$ for $J=0$. The weighted mean of the three levels moves to
\begin{equation}
\bar E-E_0=-\frac19\Big(\frac{5}{12}+\frac{2}{15}\Big)\frac{\zeta^2}{F_2}=-\frac19\cdot\frac{33}{60}\frac{\zeta^2}{F_2}=-\frac{11}{180}\frac{\zeta^2}{F_2}.
\label{second}
\end{equation}
The recipe measures $\bar E-E_{\rm ground}$, while the true lowering is $E_0-E_{\rm ground}$, so in this model the recipe is too small by $E_0-\bar E$. The trace argument fails because the triplet states mix with states outside the term.

The exact lower root of a block with triplet diagonal $d$ and gap $G$ is $\tfrac12(d+G)-[\tfrac14(G-d)^2+\zeta^2|v|^2]^{1/2}$. All energies below are in m$E_h$ from $E_0$. For $\zeta=1$ the levels are $-0.5083$, $0.5$ and $0.9866$. The recipe gives $(3\times1.0083+1.4949)/9=0.5022$ against a true lowering of $0.5083$. The exact mean shift is $-0.00608$, \eqref{second} gives $-0.00611$, and the error of the recipe is $1.2\,\%$ of the true lowering. For $\zeta=20$, the $J=2$ root is $25-(35^2+200)^{1/2}=-12.749$, the $J=1$ level is $10$, and the $J=0$ root is $85-(65^2+800)^{1/2}=14.113$. The recipe gives $10.568$ against $12.749$, an error of $2.181$ or $17\,\%$ of the true lowering. Equation \eqref{second} gives $2.444$, which is $12\,\%$ above the exact shift. The excess can be traced level by level. For $J=2$ the exact shift from $d=-10$ is $-2.749$, against the second-order value $-200/60=-3.333$; including $d$ in the gap gives $-200/70=-2.857$, which is most of the difference. For $J=0$ the exact shift from $d=20$ is $-5.887$, against $-800/150=-5.333$, an error of the opposite sign because $d$ narrows this gap. With the weights, $(5\times0.584-0.554)/9=0.263=2.444-2.181$. To leading order the error relative to the lowering is $\tfrac{11}{180}(\zeta^2/F_2)/(\zeta/2)=11\zeta/(90F_2)$, so the recipe needs $\zeta\ll\tfrac{90}{11}F_2\approx8F_2$. The program tests the gaps, the first-order levels, the couplings and, at $\zeta=1$~m$E_h$, equation \eqref{second} by diagonalizing all fifteen determinants.

The configuration $p^5$ contains only $^2P$, so this error is absent for F and Cl, and $\Delta_{SO}=\delta/3$ is exact within the configuration. What remains is second-order coupling to other configurations, which the first-order treatment neglects.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha = 0.00729735; 1 Eh = 219474.63 cm^-1 = 627.509 kcal/mol
1 cm^-1 = 2.859144e-03 kcal/mol
F: E(avg HF) = -99.40145 Eh, <r^-3> = 7.5074 bohr^-3, tight p exponent = 175.5 bohr^-2
F: zeta nuc, J, K = 1.7990, -0.3966, -0.1885 mEh; zeta = 1.2139 mEh
F: levels J=3/2, 1/2 = -0.6069, 1.2139 mEh; interval = 1.8208 mEh = 399.6 cm^-1
F: computed lowering = 0.6069 mEh = 0.381 kcal/mol
F: rough interval 400 cm^-1 -> lowering 133.3 cm^-1 = 0.381 kcal/mol
F: posed 0.39 kcal/mol needs interval 404.0 to 414.5 cm^-1; computed/rough = 0.999
Cl: E(avg HF) = -459.47896 Eh, <r^-3> = 6.7667 bohr^-3, tight p exponent = 2653.2 bohr^-2
Cl: zeta nuc, J, K = 3.0629, -0.3986, -0.1643 mEh; zeta = 2.5000 mEh
Cl: levels J=3/2, 1/2 = -1.2500, 2.5000 mEh; interval = 3.7500 mEh = 823.0 cm^-1
Cl: computed lowering = 1.2500 mEh = 0.784 kcal/mol
Cl: rough interval 880 cm^-1 -> lowering 293.3 cm^-1 = 0.839 kcal/mol
Cl: posed 0.84 kcal/mol needs interval 876.1 to 886.6 cm^-1; computed/rough = 0.935
E(H) MP2/cc-pVTZ = -0.499810 Eh
E(F) MP2/cc-pVTZ = -99.605360 Eh
E(Cl) MP2/cc-pVTZ = -459.643363 Eh
HF: scan 1.7+-0.05 bohr, Re = 1.734 bohr, E = -100.329806 Eh
HF: De spin-free = 0.22464 Eh = 140.96 kcal/mol
HF: computed SO -0.381 -> De = 140.58 kcal/mol (0.27 %)
HF: rough SO -0.381 -> De = 140.58 kcal/mol (0.27 %)
HCl: scan 2.4+-0.05 bohr, Re = 2.407 bohr, E = -460.309452 Eh
HCl: De spin-free = 0.16628 Eh = 104.34 kcal/mol
HCl: computed SO -0.784 -> De = 103.56 kcal/mol (0.75 %)
HCl: rough SO -0.839 -> De = 103.50 kcal/mol (0.80 %)
ClF: scan 3.1+-0.05 bohr, Re = 3.092 bohr, E = -559.345864 Eh
ClF: De spin-free = 0.09714 Eh = 60.96 kcal/mol
ClF: computed SO -1.165 -> De = 59.79 kcal/mol (1.91 %)
ClF: rough SO -1.220 -> De = 59.74 kcal/mol (2.00 %)
HCl shift(lambda=0.04)/shift(0.02): closed shell 4.000, one electron removed 2.006
p4 model: F2 = 0.01 Eh; 1D, 1S above 3P = 0.060, 0.150 Eh
p4 zeta = 0.001 Eh: 3P levels vs spin-free = [-0.5083, 0.5, 0.9866] mEh
  mean shift exact -0.00608, second order -0.00611 mEh
  true lowering 0.5083, weighted recipe 0.5022, zeta/2 0.5000 mEh
p4 zeta = 0.02 Eh: 3P levels vs spin-free = [-12.7492, 10.0, 14.1128] mEh
  mean shift exact -2.18146, second order -2.44444 mEh
  true lowering 12.7492, weighted recipe 10.5677, zeta/2 10.0000 mEh
\end{verbatim}
